# Square-root radical density and the failure of equal-dose equivalence, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the balance of gain and loss

### Equal doses, unequal damage

In a model of a porous organosilicate film, three pieces receive the same dose of ultraviolet light, \(10^{17}\) photons/cm\(^2\). The first takes it in 1000 s, the second in 100 s and the third in 10 s. At the illuminated surface they lose 60 %, 26 % and 10 % of their methyl groups. Each photon carries the same energy in all three runs, and each makes the same number of radicals. The slowest exposure nevertheless does about six times the damage of the fastest.

Equal-dose equivalence, also called reciprocity, is the statement that damage depends on photon flux \(I\) and exposure time \(T\) through the dose \(F=IT\) alone. It holds if photons destroy the groups directly. With a cross-section \(\sigma\) and a density \(M\) of intact groups, \(dM/dt=-\sigma IM\), which integrates to \(\ln(M_0/M)=\sigma IT=\sigma F\). Here the photons act through an intermediate, a population of radicals, and the explanation lies in how those radicals disappear.

### The model

Let \(n\) be the density of radicals. Light makes them at the rate

\[
G=\varphi\alpha I ,
\]

where \(\alpha\) is the absorption coefficient, so that \(\alpha I\) is the number of photons absorbed per volume and time, and \(\varphi\) is the number of radicals per absorbed photon that escape from the partner they were born with. The light is a square pulse: constant flux from \(t=0\) to \(t=T\), then darkness. There are no radicals at the start.

Radicals are lost in two ways. A first-order loss, for example at fixed traps, removes \(k_1n\) per volume and time. Encounters between two radicals remove \(bn^2\). To fix the factor of two in \(b\), take a well-mixed volume \(V\) with \(N\) radicals, in which each distinct pair reacts with probability \(c\) per unit time. There are \(N(N-1)/2\) pairs and each reaction removes two radicals, so the mean loss rate is

\[
2\cdot c\,\frac{N(N-1)}{2}=cN(N-1)\approx cN^2 .
\]

Dividing by \(V\) and writing \(N=nV\) gives \(cVn^2\), hence \(b=cV\). The coefficient \(b\) therefore counts radicals lost, two per encounter. Replacing the mean of \(N(N-1)\) by the square of the mean number is a mean-field step, good when \(N\) is large. Together,

\[
\frac{dn}{dt}=G-k_1n-bn^2 .
\tag{1}
\]

The damage is first order in the radicals and in the intact groups:

\[
\frac{dM}{dt}=-k_dnM
\quad\Longrightarrow\quad
\ln\frac{M_0}{M}=k_dX,\qquad X=\int_0^\infty n\,dt .
\tag{2}
\]

The implication follows on dividing by \(M\) and integrating. The quantity \(X\) is the radical exposure. Its integral runs past \(T\), because radicals left over when the light goes off continue to do damage.

Equation (1) has no term for radicals used up by damage. The damage step is thus assumed to destroy a methyl group and leave one radical behind that can do the same again. Simple displacement is not enough for this. A radical of another kind can displace a methyl group from silicon and set a methyl radical free, but if that methyl radical displaces a further methyl group, it takes its place and nothing more is lost. A chain of losses needs other reactions, which the model does not specify. All radicals are treated as one species with the same coefficients.

### The stationary density

Under steady light \(n\) approaches a value \(n_s\) at which gain equals loss:

\[
bn_s^2+k_1n_s-G=0 .
\]

The positive root is

\[
n_s=\frac{\lambda-k_1}{2b},\qquad \lambda=\sqrt{k_1^2+4bG}.
\]

Multiplying numerator and denominator by \(\lambda+k_1\), and using \(\lambda^2-k_1^2=4bG\), gives the equivalent form

\[
n_s=\frac{2G}{\lambda+k_1}.
\tag{3}
\]

If \(4bG\ll k_1^2\), then \(\lambda\approx k_1\) and \(n_s\approx G/k_1\), which is proportional to the flux. If \(4bG\gg k_1^2\), then \(\lambda\approx2\sqrt{bG}\) and

\[
n_s\approx\sqrt{\frac Gb}=\sqrt{\frac{\varphi\alpha I}{b}} .
\tag{4}
\]

This is the square-root law. To see how good it is, set \(\varepsilon=k_1/(2\sqrt{bG})\). Then \(\lambda=2\sqrt{bG}\sqrt{1+\varepsilon^2}\), and

\[
n_s=\sqrt{\frac Gb}\left(\sqrt{1+\varepsilon^2}-\varepsilon\right)\approx\sqrt{\frac Gb}\,(1-\varepsilon).
\]

The first-order loss lowers the density by the relative amount \(\varepsilon\), to leading order.

### How much the build-up costs

The density needs time to reach \(n_s\). The exposure missed meanwhile can be bounded without solving (1). Substituting \(G=k_1n_s+bn_s^2\) into (1) gives

\[
\frac{dn}{dt}=k_1(n_s-n)+b(n_s^2-n^2)=(n_s-n)\,[k_1+b(n_s+n)] .
\]

Starting from zero, \(n\) rises towards \(n_s\) without crossing it. The bracket is therefore at least \(k_1+bn_s\), which equals \(G/n_s\) by the stationary balance. Integrating over the light period,

\[
n_s\ \ge\ n(T)\ \ge\ \frac{G}{n_s}\int_0^T(n_s-n)\,dt
\quad\Longrightarrow\quad
\int_0^T(n_s-n)\,dt\ \le\ \frac{n_s^2}{G}.
\]

Relative to the full stationary exposure \(n_sT\), the missing part is at most \(n_s/(GT)=n_s/n_0\), where

\[
n_0=GT=\varphi\alpha F
\]

is the number of radicals made per volume during the whole dose. The build-up can be neglected when the radicals present at any moment are few compared with all those made.

### The equal-dose law

If the build-up and the dark period are both negligible, \(X\approx n_sT\). With (4) and \(T=F/I\),

\[
\ln\frac{M_0}{M}\approx k_d\sqrt{\frac{\varphi\alpha I}{b}}\,\frac FI
=k_dF\sqrt{\frac{\varphi\alpha}{bI}} .
\tag{5}
\]

At fixed dose the damage exponent \(k_dX\) falls as \(I^{-1/2}\). The reason can be read from the lifetime of a radical. The total radical exposure is the number of radicals made times their mean lifetime, \(X=n_0\bar\tau\). At fixed dose \(n_0\) is fixed. A hundredfold flux raises the density tenfold, so each radical meets a partner ten times sooner and has a tenth of the time in which to do damage.

### Which losses violate reciprocity

Integrate (1) from \(t=0\) until all radicals have gone. The left side gives zero, since \(n\) vanishes at both ends, and

\[
n_0=k_1X+b\int_0^\infty n^2\,dt .
\tag{6}
\]

For \(b=0\) this reads \(X=n_0/k_1=\varphi\alpha F/k_1\). The flux has dropped out, and reciprocity holds exactly, whatever the shape of the pulse. An intermediate radical is thus not enough to violate it. The violation comes from the loss that is nonlinear in \(n\).

For the same reason the pairs must be random. A radical that recombines with its own birth partner does so with a probability that does not depend on how many other pairs exist. Such loss is proportional to the number of pairs, so it is linear in \(I\). Its effect is contained in \(\varphi\) if the partners recombine too quickly to do appreciable damage first, as is assumed here. Pairs that recombine more slowly, but still well before they meet other radicals, would add a radical exposure proportional to the dose, which obeys reciprocity.

A counting calculation tests this distinction without using (1). It finds the stationary probabilities of having \(N\) radicals when radicals arrive singly and every distinct pair reacts at unit rate. Raising the arrival rate from 1600 to 25600 per unit time raises the mean number with an exponent of 0.4992. For pairs that react only with their birth partner, again at unit rate, raising the arrival rate from 40 to 160 gives an exponent of 1.0000, as it must, since this loss is linear in the number of pairs by construction.

### Numbers for the film

The film is 100 nm thick and is lit at 130 nm, near a resonance line of atomic oxygen, with photons of 9.54 eV. The parameters are

- \(\alpha=10^5\) cm\(^{-1}\), \(\varphi=0.01\), \(M_0=10^{22}\) cm\(^{-3}\);
- \(b=10^{-18}\) cm\(^3\)/s, \(k_1=0.02\) s\(^{-1}\), \(k_d=3\times10^{-21}\) cm\(^3\)/s.

The dose makes \(n_0=0.01\times10^5\times10^{17}=10^{20}\) radicals per cm\(^3\) at the surface. At the middle flux, \(I=10^{15}\) photons/(cm\(^2\) s),

\[
G=0.01\times10^5\times10^{15}=10^{18}\ \text{cm}^{-3}\,\text{s}^{-1},\qquad
\sqrt{G/b}=\sqrt{10^{36}}=10^{18}\ \text{cm}^{-3}.
\]

With \(\sqrt{bG}=1\) s\(^{-1}\), \(\varepsilon=0.02/2=0.01\), and the density should lie 1 % below the root law. The full value is \(0.990\times10^{18}\) cm\(^{-3}\). The build-up costs at most \(n_s/n_0\approx1\,\%\) of the stationary exposure. Equation (5) gives

\[
k_dX\approx3\times10^{-21}\times10^{18}\times100=0.300 .
\]

The full model, dark period included, gives 0.307, and the damaged fraction is \(1-e^{-0.307}=26\,\%\). For the three fluxes:

| \(I\), 1/(cm\(^2\) s) | \(k_dX\), law (5) | \(k_dX\), full | damaged at surface |
|---|---|---|---|
| \(10^{14}\) | 0.949 | 0.926 | 60 % |
| \(10^{15}\) | 0.300 | 0.307 | 26 % |
| \(10^{16}\) | 0.095 | 0.108 | 10 % |

The law errs by +2.5 %, −2 % and −12 % relative to the full values. The change of sign suggests that at least two corrections compete, and the second derivation separates them.

Balance (6) also shows how far pair loss dominates. The share of radicals lost by the first-order route is \(k_1X/n_0\). At the lowest flux \(X=3.085\times10^{20}\) s/cm\(^3\), so this share is \(0.02\times3.085=6\,\%\); at the middle flux it is 2 %.

### Depth

The flux falls as \(e^{-\alpha z}\) with depth \(z\), if reflections are ignored. Where the root law holds, \(n\propto\sqrt G\propto e^{-\alpha z/2}\), so the damage exponent decays over twice the absorption length. At 100 nm, one absorption length down, the full model at \(I=10^{15}\) photons/(cm\(^2\) s) gives 0.610 of the surface exposure, against \(e^{-1/2}=0.607\). Averaged over the film, the damaged fractions are 51 %, 21 % and 8 %. The violation of reciprocity is therefore not confined to the surface.

### If damage consumes the radical

Suppose instead that each damage event removes its radical. Equation (1) then gains a loss \(-k_dMn\), which acts like an addition to \(k_1\). In the example \(k_dM_0=3\times10^{-21}\times10^{22}=30\) s\(^{-1}\). The pair loss per radical, \(bn\), was 0.3 to 3 s\(^{-1}\) at the three fluxes, so the new loss dominates. Nearly every radical then destroys one group, and the damaged fraction should be close to \(n_0/M_0=1\,\%\) at every flux. Integration of the changed equations gives 0.999 %, 0.998 % and 0.988 % in order of rising flux. Reciprocity is nearly restored, and the damage is small. The square-root violation needs a damage step that passes the radical on, or one slow enough that \(k_dM\ll2\sqrt{bG}\). In the second case the loss cannot exceed \(n_0/M_0=1\,\%\); with \(k_dM_0=0.03\) s\(^{-1}\) it runs from 0.09 % at the lowest flux to 0.01 % at the highest.

## Second derivation: the full time course

### What is carried over

The radical density \(n\) obeys \(dn/dt=G-k_1n-bn^2\) in the light, with \(G=\varphi\alpha I\), and the same equation with \(G=0\) in the dark. Here \(I\) is the photon flux, \(T\) the exposure time, \(F=IT\) the dose, and \(n_0=GT=\varphi\alpha F\) the number of radicals made per volume. The damage is \(\ln(M_0/M)=k_dX\), with \(X\) the time integral of \(n\) through light and dark. The stationary density is \(n_s=(\lambda-k_1)/(2b)\) with \(\lambda=\sqrt{k_1^2+4bG}\). The first derivation took \(X\approx n_sT\) and found \(X\approx F\sqrt{\varphi\alpha/(bI)}\) when pair loss dominates. The second solves the equation of motion and takes the limit afterwards. It assumes \(k_1>0\) and \(b>0\).

### Turning the equation into a linear one

The term \(bn^2\) can be removed by writing \(n\) as a logarithmic derivative:

\[
n=\frac{1}{b}\frac{u'}{u},\qquad
n'=\frac{u''}{bu}-\frac{u'^2}{bu^2}=\frac{u''}{bu}-bn^2 .
\]

Inserted in the equation of motion, the terms \(-bn^2\) cancel. Multiplying what remains by \(bu\) gives

\[
u''+k_1u'-bGu=0 .
\tag{7}
\]

Only the ratio \(u'/u\) matters, so \(u(0)=1\) may be chosen. The condition \(n(0)=0\) requires \(u'(0)=0\). The trial solution \(e^{rt}\) gives \(r^2+k_1r-bG=0\), so \(r=(-k_1\pm\lambda)/2\), and

\[
u=e^{-k_1t/2}\left[\cosh\frac{\lambda t}{2}+B\sinh\frac{\lambda t}{2}\right].
\]

At \(t=0\) the derivative is \(-k_1/2+B\lambda/2\), which must vanish, so \(B=k_1/\lambda\). In the derivative of \(u\) the two cosh terms, \(-k_1/2\) and \(+B\lambda/2\), cancel at all times. The sinh terms have the coefficient \(\lambda/2-k_1^2/(2\lambda)=(\lambda^2-k_1^2)/(2\lambda)=2bG/\lambda\). Hence

\[
u'=\frac{2bG}{\lambda}\,e^{-k_1t/2}\sinh\frac{\lambda t}{2},
\qquad
n=\frac{2G\tanh(\lambda t/2)}{\lambda+k_1\tanh(\lambda t/2)} .
\tag{8}
\]

At short times \(\tanh(\lambda t/2)\approx\lambda t/2\) and \(n\approx Gt\): radicals accumulate before they find partners. At long times the tanh tends to 1 and \(n\) tends to \(2G/(\lambda+k_1)=n_s\).

### The exposure in light and dark

Since \(bn=u'/u\), the exposure in the light is

\[
\int_0^Tn\,dt=\frac1b\ln u(T).
\]

In the dark \(dn/dt=-n(k_1+bn)\), so \(n\,dt=-dn/(k_1+bn)\). As \(n\) falls from its value \(n_T\) at light-off to zero,

\[
\int_T^\infty n\,dt=\int_0^{n_T}\frac{dn}{k_1+bn}=\frac1b\ln\!\left(1+\frac{bn_T}{k_1}\right).
\tag{9}
\]

This grows without limit as \(k_1\to0\). With pair loss alone, the last radicals take ever longer to meet, and the dark exposure does not converge: it grows as the logarithm of time. In the model every methyl group would be lost in the end, but as \(M\) then falls only as \(t^{-k_d/b}\), with \(k_d/b=0.003\) in the example, this limit has no practical meaning. With the loss law \(k_1n+bn^2\), a finite exposure needs \(k_1>0\), however small. Adding the two parts and using \(bn_Tu(T)=u'(T)\),

\[
X=\frac1b\ln v(T),\qquad v=u+\frac{u'}{k_1} .
\tag{10}
\]

Direct numerical integration of the rate equations, for the three exposures of the example, tests (8), (9) and (10). It agrees to a relative accuracy of \(10^{-6}\).

The balance of gain and loss has given a damage exponent that falls as \(I^{-1/2}\) at fixed dose when pair loss dominates, and the full time course has given the exposure in light and dark, equation (10). It remains to draw from (10) the corrections to the square-root law and the range of fluxes where it holds, and to estimate the effects the model neglects.
